# Anomalous moment and reduced mass in the hydrogen 2p splitting

## Question

I am trying to obtain the hydrogen $2p_{3/2}-2p_{1/2}$ splitting. For a fixed proton and an electron with $g=2$ I get

$$
\frac{\alpha^4mc^2}{32h}=10949.3\ \text{MHz}.
$$

The exercise says that the anomalous magnetic moment multiplies the spin-orbit term by $1+\alpha/\pi$, and that this together with the reduced mass gives about 10969 MHz. I can't reproduce either part.

First, the one-loop moment is $g=2(1+a)$ with $a=\alpha/2\pi$. The spin-orbit energy is a magnetic moment in a magnetic field, so I would multiply it by $g/2=1+\alpha/2\pi$. Where does the other factor of two come from?

Second, the spin-orbit term contains $\langle r^{-3}\rangle$, which is proportional to $\mu^3$, where $\mu$ is the reduced mass. If I accept $1+\alpha/\pi$ and multiply by $(\mu/m)^3$, I get 10956.8 MHz. If I keep my $1+\alpha/2\pi$ and use a single factor $\mu/m$, I get 10956.0 MHz. Both are too low by more than 10 MHz. What am I missing?

## Answer

Each difficulty comes from a missing piece of the spin-orbit operator. Only part of that operator is a moment in a field; the rest is Thomas precession, which does not know about $g$. And when the proton can move, its motion adds to the magnetic field that the electron feels, so the mass enters the operator as well as $\langle r^{-3}\rangle$. Both effects come out of one derivation.

**Conventions.** I use SI units and the centre-of-mass frame. The electron has mass $m$ and charge $-e$, the proton has mass $M$, and $\mu=mM/(m+M)$. The vector $\mathbf r$ points from the proton to the electron, $\mathbf p$ is the relative momentum, $\mathbf L=\mathbf r\times\mathbf p$, and $\mathbf L$ and $\mathbf S$ include their factors of $\hbar$. The potential energy is

$$
U(r)=-\frac{e^2}{4\pi\epsilon_0r}=-\frac{\alpha\hbar c}{r},\qquad U'=\frac{dU}{dr}=\frac{\alpha\hbar c}{r^2}.
$$

I take $a=\alpha/2\pi$ as given, and work to leading order in $v/c$.

### The moment in the magnetic field

The force on the electron is $-e\mathbf E=-\nabla U$, so

$$
e\mathbf E=\nabla U=\frac{U'}{r}\,\mathbf r .
$$

Seen from the electron, the proton moves with velocity $-\mathbf v_{\rm rel}$, where $\mathbf v_{\rm rel}=\mathbf v_e-\mathbf v_p$. A slow charge with velocity $\mathbf w$ and electric field $\mathbf E$ has a magnetic field $\mathbf w\times\mathbf E/c^2$. The electron therefore feels

$$
\mathbf B'=-\frac{\mathbf v_{\rm rel}\times\mathbf E}{c^2}=\frac{\mathbf E\times\mathbf v_{\rm rel}}{c^2}.
$$

Since $\mathbf p=\mu\mathbf v_{\rm rel}$, we have $\mathbf r\times\mathbf v_{\rm rel}=\mathbf L/\mu$, and

$$
e\mathbf B'=\frac{U'}{r}\,\frac{\mathbf L}{\mu c^2}.
$$

The electron's moment is $-g(e/2m)\mathbf S$. Its energy is minus the moment dotted into the field, and the two minus signs cancel:

$$
H_L=\frac{ge}{2m}\,\mathbf S\cdot\mathbf B'=\frac{g}{2m\mu c^2}\,\frac{U'}{r}\,\mathbf L\cdot\mathbf S .
$$

This is the part you had in mind, and it is proportional to $g$. Note the product $m\mu$ in the denominator: $m$ comes from the moment and $\mu$ from the relative velocity.

### Thomas precession

The electron's rest frame is accelerated, and successive boosts in different directions combine into a boost and a rotation. For spin 1/2, a boost to a small velocity $\mathbf v$ acts as

$$
B(\mathbf v)=e^{\boldsymbol\sigma\cdot\mathbf v/2c}\approx1+\frac{\boldsymbol\sigma\cdot\mathbf v}{2c}+\frac{v^2}{8c^2}.
$$

Suppose that no torque acts in the electron's own frame. During $dt$ that frame receives a small pure boost $d\mathbf v$, whereas we describe the new rest frame by one pure boost to $\mathbf v+d\mathbf v$ from the laboratory. The spin we assign is therefore changed by $B(-\mathbf v-d\mathbf v)\,B(\mathbf v)\,B(d\mathbf v)$. To second order in velocities and first order in $d\mathbf v$, the first two factors give

$$
1-\frac{\boldsymbol\sigma\cdot d\mathbf v}{2c}+\frac{v^2+\mathbf v\cdot d\mathbf v}{4c^2}-\frac{[\boldsymbol\sigma\cdot(\mathbf v+d\mathbf v)](\boldsymbol\sigma\cdot\mathbf v)}{4c^2}.
$$

The identity $(\boldsymbol\sigma\cdot\mathbf A)(\boldsymbol\sigma\cdot\mathbf B)=\mathbf A\cdot\mathbf B+i\boldsymbol\sigma\cdot(\mathbf A\times\mathbf B)$ turns the last product into $v^2+\mathbf v\cdot d\mathbf v+i\boldsymbol\sigma\cdot(d\mathbf v\times\mathbf v)$. Its scalar part cancels the third term. The factor $B(d\mathbf v)$ cancels the term linear in $d\mathbf v$. What remains is

$$
1-\frac i2\,\boldsymbol\sigma\cdot\frac{d\mathbf v\times\mathbf v}{2c^2},
$$

a rotation through the angle $d\mathbf v\times\mathbf v/2c^2$. Dividing by $dt$ gives the Thomas precession rate

$$
\boldsymbol\omega_T=\frac{\dot{\mathbf v}_e\times\mathbf v_e}{2c^2}.
$$

A Hamiltonian $\boldsymbol\omega_T\cdot\mathbf S$ produces $d\mathbf S/dt=\boldsymbol\omega_T\times\mathbf S$, so this is the term to add. The velocity here is the electron's own, $\mathbf v_e=\mathbf p/m$ in the centre-of-mass frame, and $m\dot{\mathbf v}_e=-(U'/r)\mathbf r$. Hence

$$
H_T=-\frac{1}{2m^2c^2}\,\frac{U'}{r}\,\mathbf L\cdot\mathbf S .
$$

There is no $g$ in it, because it is a property of accelerated frames and not of the magnetic moment.

### The sum, and your first question

Adding the two parts gives

$$
H_{\rm so}=\frac{1}{2m^2c^2}\left(g\frac m\mu-1\right)\frac{U'}{r}\,\mathbf L\cdot\mathbf S .
$$

For a fixed proton $\mu=m$, and the bracket becomes

$$
g-1=2(1+a)-1=1+2a=1+\frac{\alpha}{\pi}.
$$

For $g=2$ the magnetic part contributes $2$ and the Thomas part $-1$. The anomaly raises the $2$ by $2a$ and leaves the $-1$ alone. Relative to the net value of 1, the increase is $2a$, not $a$.

Two numerical checks support this bracket. In the first, the covariant equation for a classical spin was integrated around a slow circular two-body orbit. For $g=2.5$ and a deliberately large $m/M=0.3$, the bracket should be $2.5\times1.3-1=2.25$; the integration gave 2.24999. In the second, a Pauli term for the anomalous moment was added to the Dirac equation with a fixed nucleus. The derivative of the 2p interval with respect to $a$, divided by the interval, came out as 2.00008. Scaling by $g/2$ would have required 1.

### From the operator to the interval

I now use the classical expression as a quantum operator. No ordering problem arises, since $\mathbf L$ commutes with any function of $r$.

The other leading relativistic terms do not contribute to the interval. The $p^4$ and orbit-orbit terms contain no electron spin and shift both levels equally. The Darwin term is proportional to the density at the proton, which vanishes for a nonrelativistic p state.

For the angular part, squaring $\mathbf J=\mathbf L+\mathbf S$ gives

$$
\langle\mathbf L\cdot\mathbf S\rangle=\frac{\hbar^2}{2}\left[j(j+1)-l(l+1)-\frac34\right].
$$

With $l=1$ this is $\hbar^2/2$ for $j=3/2$ and $-\hbar^2$ for $j=1/2$. The difference is $3\hbar^2/2$.

For the radial part, let $b=\hbar/(\mu c\alpha)$ be the Bohr radius with the reduced mass. The 2p radial function is proportional to $r\,e^{-r/2b}$, so

$$
\left\langle\frac1{r^3}\right\rangle=\frac{\int_0^\infty r\,e^{-r/b}\,dr}{\int_0^\infty r^4e^{-r/b}\,dr}=\frac{b^2}{24\,b^5}=\frac1{24}\left(\frac{\mu c\alpha}{\hbar}\right)^3 .
$$

With $U'/r=\alpha\hbar c/r^3$, the interval is

$$
\Delta E=\frac{1}{2m^2c^2}\left(g\frac m\mu-1\right)\alpha\hbar c\;\frac1{24}\left(\frac{\mu c\alpha}{\hbar}\right)^3\frac{3\hbar^2}{2}.
$$

The numerical factors give $\frac12\cdot\frac1{24}\cdot\frac32=\frac1{32}$, and the powers of $\hbar$ cancel:

$$
\Delta E=\frac{\alpha^4mc^2}{32}\left(\frac\mu m\right)^3\left(g\frac m\mu-1\right).
$$

### Your second question: the power of the reduced mass

Move one factor $\mu/m$ into the bracket, which becomes $g-\mu/m=1+2a+(1-\mu/m)$. Because $\mu/m=M/(m+M)$, the last parenthesis is $m/(m+M)=\mu/M$. Therefore

$$
\Delta\nu=\frac{\alpha^4mc^2}{32h}\left(\frac\mu m\right)^2\left(1+2a+\frac\mu M\right).
$$

To see the effective power, set $a=0$ and $x=\mu/M$, so that $\mu/m=1-x$. The mass factor is

$$
(1-x)^2(1+x)=(1-x)(1-x^2)\approx1-x=\frac\mu m .
$$

So to first order in $m/M$ a single power of $\mu/m$ survives. The larger orbit reduces $\langle r^{-3}\rangle$ by a relative amount $3m/M$, but the moving proton strengthens the magnetic part, raising the bracket by $gm/M\approx2m/M$. The net change is $-m/M$. Your $(\mu/m)^3$ kept the first effect and dropped the second.

Dropping products of small quantities as well, we get the form the exercise intends:

$$
\Delta\nu\approx\frac{\alpha^4mc^2}{32h}\left(1+\frac\alpha\pi\right)\frac\mu m .
$$

### Numbers

The inputs are $\alpha=0.0072973526$, $\alpha^2mc^2/h=6.579684\times10^9$ MHz, $\mu/m=0.999455679$, $\mu/M=0.000544321$ and $2a=\alpha/\pi=0.002322819$. The fixed-proton value for $g=2$ is

$$
\frac{(0.0072973526)^2}{32}\times6.579684\times10^9\ \text{MHz}=10949.3\ \text{MHz}.
$$

The full formula then gives

$$
\Delta\nu=10949.3\times(0.999455679)^2\times1.002867140\ \text{MHz}=10968.7\ \text{MHz},
$$

equivalent to $0.36588\ \text{cm}^{-1}$, or 10969 MHz to the nearest MHz. The simple product $(1+\alpha/\pi)(\mu/m)$ exceeds this by the dropped terms: since $(1-x)(1+2a+x)=1+2a-2ax-x^2$ with $x=\mu/M$, the relative difference is about $2ax+x^2=1.6\times10^{-6}$, or about 0.02 MHz.

In stages, the anomalous moment adds 25.4 MHz at fixed proton, giving 10974.7 MHz, and the finite proton mass then removes 6.0 MHz.

Your two low values can now be read off. The $(\mu/m)^3$ version lacks the relative amount $2m/M$, which is $2\times0.000544617\times10949.3=11.9$ MHz. The $1+\alpha/2\pi$ version lacks one $a$, which is $0.00116141\times10949.3=12.7$ MHz. The two omissions have unrelated causes and merely happen to be similar in size.

### How far to trust the last digit

The next relativistic correction follows from the Dirac energies for a fixed point nucleus, which I quote:

$$
\frac{E_{3/2}}{mc^2}=\sqrt{1-\frac{\alpha^2}{4}},\qquad
\frac{E_{1/2}}{mc^2}=\sqrt{\frac{1+\sqrt{1-\alpha^2}}{2}} .
$$

Expanded to sixth order they are

$$
\frac{E_{3/2}}{mc^2}=1-\frac{\alpha^2}{8}-\frac{\alpha^4}{128}-\frac{\alpha^6}{1024},\qquad
\frac{E_{1/2}}{mc^2}=1-\frac{\alpha^2}{8}-\frac{5\alpha^4}{128}-\frac{21\alpha^6}{1024}.
$$

Subtracting gives

$$
\frac{E_{3/2}-E_{1/2}}{mc^2}=\frac{\alpha^4}{32}+\frac{5\alpha^6}{256}=\frac{\alpha^4}{32}\left(1+\frac58\alpha^2\right).
$$

The leading term confirms the $1/32$ found above. The numerical solution of the Dirac equation gives 0.62502 for the coefficient $5/8$. In hydrogen this correction adds 0.364 MHz. Replacing $\alpha/2\pi$ by the tabulated anomaly, 0.001159652, changes the result by $-0.038$ MHz. With both changes the interval still rounds to 10969 MHz.

Other QED corrections and higher recoil terms are not included, so I would not attach meaning to the decimals.

The proton's spin needs a separate remark. Its magnetic coupling to the electron is also of relative order $m/M$, so it can't be dismissed as smaller than the recoil correction. The coefficient is in fact large: it splits each level into hyperfine components about 59 MHz apart for $2p_{1/2}$ and about 24 MHz apart for $2p_{3/2}$, several times the 6 MHz recoil shift. To first order the coupling is linear in the proton spin, so its average over all the states of a given $j$ is zero. The 10969 MHz is therefore the distance between the weighted centres of the two hyperfine groups, not between two particular components.

For a hydrogen-like ion of nuclear charge $Z$, the factor $1+\alpha/\pi$ is unchanged at leading order, because $Z$ enters $U'$ and not the bracket. The Dirac correction, however, becomes $\frac58(Z\alpha)^2$. It equals $\alpha/\pi$ when $Z^2=8/(5\pi\alpha)$, that is, at $Z\approx8.4$. For heavier ions, correcting the leading formula for the anomalous moment alone would omit the larger of these two effects.

The remaining cases of the precession check and the unrounded values are in the numerical output below.

## Values computed for the example and the checks

```
Precession coefficient g m/mu - 1 (dimensionless)
  g=2.0, m/M=0.0: simulated 1.00003, derived 1.00000
  g=2.5, m/M=0.0: simulated 1.50005, derived 1.50000
  g=2.0, m/M=0.3: simulated 1.59998, derived 1.60000
  g=2.5, m/M=0.3: simulated 2.24999, derived 2.25000
L.S for j=3/2 and j=1/2: 0.5000, -1.0000 hbar^2
<r^-3> for 2p, fixed nucleus: 0.04166667 bohr^-3
Dirac: (d interval/da)/interval = 2.00008
Dirac next-order coefficient of alpha^2: 0.62502
alpha = 0.0072973526
1/alpha = 137.035999
one-loop a = alpha/(2 pi) = 0.001161410
tabulated a = 0.001159652
1 + alpha/pi = 1.002322819
m/M = 0.000544617
mu/m = 0.999455679
mu/M = 0.000544321
alpha^2 m c^2/h = 6.579684e+09 MHz
Fixed nucleus, a=0: 10949.28 MHz
Fixed nucleus, one-loop a: 10974.72 MHz
Increase from a, fixed nucleus: 25.43 MHz
Finite proton mass, a=0: 10943.32 MHz
Full formula, one-loop a: 10968.73 MHz
Full formula, rounded: 10969 MHz
Full formula: 0.365877 cm^-1
Simple product (1+alpha/pi)(mu/m): 10968.74 MHz
Error case, (mu/m)^3 alone: 10956.81 MHz
Error case, 1+alpha/(2 pi): 10956.03 MHz
Next Dirac term: 0.364 MHz
Change from tabulated a: -0.038 MHz
With both small changes: 10969.05 MHz
```
